# Does shrinking an interconnect's cross-section lower its capacitance?

**The argument under review**

The author considers a long copper line in a dense wiring level and halves every dimension of its cross-section: width, thickness, gap to the neighbouring lines and distance to the metal levels above and below. The argument then runs as follows. Capacitance is proportional to conductor area. Each micrometre of the smaller line has half the surface facing its surroundings, so it should hold about half the charge at the same voltage. A line of fixed length would then present half the load to its driver, and the wiring capacitance of a chip would fall with each shrink even if the lines stayed as long as before.

The smaller line does have half the surface per micrometre. The question is whether the conclusion follows once the distances across which the charges face each other are also counted.

**What the area argument leaves out**

The parallel plate, whose capacitance is proportional to area at fixed separation, already gives a reason for doubt. A strip of width $w$ at distance $h$ from a plane, with fringing fields ignored, has capacitance per unit length

$$C'_{\rm plate}=\frac{\varepsilon_0 k\,w}{h},$$

where $k$ is the relative permittivity. Halving $w$ alone halves this expression. Halving $w$ and $h$ together changes nothing, because only their ratio enters.

For the line in question, let $s$ be the gap to each neighbour, $t$ the metal thickness and $h$ the distance to a grounded plane above and to another below. Two side faces of height $t$ look across gaps $s$, and two horizontal faces of width $w$ look across distances $h$. The plate estimate is therefore

$$C'_{\rm crude}=2\varepsilon_0 k\left(\frac{t}{s}+\frac{w}{h}\right),$$

which again contains only ratios.

This is suggestive but not sufficient, since fringing fields are not small when gaps and widths are comparable. A case that can be solved with its full field is the coaxial line, with inner radius $a$ and outer radius $b$. Gauss's law for charge $Q'$ per unit length gives $E=Q'/(2\pi\varepsilon_0 k r)$, and integrating from $a$ to $b$ gives $V=Q'\ln(b/a)/(2\pi\varepsilon_0 k)$. Hence

$$C'=\frac{Q'}{V}=\frac{2\pi\varepsilon_0 k}{\ln(b/a)}.$$

Shrinking both radii by one factor leaves $C'$ unchanged. If $a$ is halved while $b$ is kept, the logarithm grows by $\ln 2$ and $C'$ does fall, though by less than half when $b>2a$. The author's intuition thus belongs to a thinner wire in surroundings that stay where they were.

**The general result**

Assume long, parallel, ideal conductors, so that the field is two-dimensional. The wire of interest is at potential $V$ and all other conductors are at zero. The dielectric may be layered, with $k(\mathbf r)$ depending on position in the cross-section, but it is linear and carries no free charge. The potential obeys

$$\nabla\cdot\big(k\nabla\phi\big)=0$$

with these fixed values on the conductors.

Now multiply every length in the cross-section by $\lambda$, including the thickness of each dielectric layer. The material found at $\mathbf r$ in the new section is the one found at $\mathbf r/\lambda$ in the old, so $k_\lambda(\mathbf r)=k(\mathbf r/\lambda)$. Try the stretched or compressed copy of the old potential,

$$\phi_\lambda(\mathbf r)=\phi(\mathbf r/\lambda).$$

By the chain rule each derivative with respect to $\mathbf r$ brings a factor $1/\lambda$. The equation contains two derivatives, so

$$\nabla\cdot\big(k_\lambda\nabla\phi_\lambda\big)(\mathbf r)=\frac{1}{\lambda^2}\Big[\nabla\cdot\big(k\nabla\phi\big)\Big](\mathbf r/\lambda)=0 .$$

The copy also takes the right values on the new conductor surfaces, because these are the scaled old surfaces. It is therefore a solution.

It is also the only one. If there were two, their difference $u$ would vanish on all conductors and obey the same equation. The product rule gives $\nabla\cdot(u k_\lambda\nabla u)=k_\lambda|\nabla u|^2$, since the other term contains the field equation. Integrating over the dielectric turns the left side into a boundary integral, which vanishes because $u=0$ on the conductors and the field dies out sideways between the grounded planes. Thus $\int k_\lambda|\nabla u|^2\,dA=0$ with $k_\lambda>0$, so $u$ is constant, and being zero on the conductors it is zero everywhere.

The charge per unit length follows from Gauss's law. With $\mathbf n$ pointing out of the wire and $\mathbf E=-\nabla\phi$,

$$Q'=-\varepsilon_0\oint k\,\mathbf n\cdot\nabla\phi\;dl .$$

In the scaled section the gradient carries a factor $1/\lambda$ and the perimeter element a factor $\lambda$:

$$Q'_\lambda=-\varepsilon_0\oint k\,\mathbf n\cdot\left(\frac{1}{\lambda}\nabla\phi\right)\lambda\,dl=Q'.$$

At the same voltage, therefore, $C'_\lambda=C'$. The half-size line does have half the surface per micrometre, as the author says. The field at that surface is twice as strong, however, and so is the surface charge density. The same reasoning applies to the charge induced on each of the other conductors, so the division of the capacitance among neighbours and planes is unchanged too.

**Where length enters**

For a wire of length $L$ much greater than its cross-section,

$$C=C'(L+2\delta),$$

where $\delta$ is an end correction comparable with the cross-sectional dimensions. If the section shrinks and $L$ stays, $C$ stays apart from the tiny end term. If $L$ is halved, $C$ is halved to the same accuracy.

The author may have had in mind a shrink of the whole three-dimensional structure. Then the field again grows as $1/\lambda$, but the surface area scales as $\lambda^2$, so the charge and the total capacitance scale as $\lambda$. This agrees with the formula above: $C'$ is fixed while $L$ and $\delta$ both acquire the factor $\lambda$. The reduction is real, and it comes from the shorter wire.

**Numbers for a dense wiring level**

Take $w=s=20$ nm, $t=h=40$ nm and $k=2.7$, with grounded neighbours on either side. The crude estimate is

$$C'_{\rm crude}=2(2.7)(8.854\ \mathrm{aF/\mu m})\left(\frac{40}{20}+\frac{20}{40}\right)=119.5\ \mathrm{aF/\mu m}.$$

Solving for the full field gives $170.3$ aF/µm. The plate formula is thus about 30% too low relative to the full result, because it omits the fringing field. Of the total, $122.9$ aF/µm goes to the two nearest neighbours and $45.9$ aF/µm to the two planes. The remaining $1.5$ aF/µm goes to the next lines out.

The half-size section has $w=s=10$ nm and $t=h=20$ nm. Its field was solved on meshes with the same absolute spacings as for the full section, 0.5 and 0.25 nm, and extrapolated to zero spacing. The result is again $170.3$ aF/µm. A different method, which finds the surface charges directly, gives $170.3$ aF/µm at full size, at 0.7 of full size and at half size. For a 50 µm line,

$$C=(170.3\ \mathrm{aF/\mu m})(50\ \mathrm{\mu m})=8.51\ \mathrm{fF}$$

with either section. A 25 µm line has 4.26 fF.

The length law was tested separately with three-dimensional fields, for wires of 120 and 200 nm that end while their neighbours continue. On a coarse 5 nm mesh the capacitances are 26.29 and 40.30 aF. Their difference divided by 80 nm is 175.1 aF/µm, equal to the two-dimensional value on the same mesh; the excess over 170.3 is the error of that mesh. The end correction is 15 nm per end at full size on this coarse mesh; it falls by about 1 nm, to about 14 nm, as the mesh is refined. It halves with the section, so the two ends together add about 14 nm to the 25 µm half-section line, or 0.06%.

**How the separate changes cancel**

It helps to see which part of the shrink does what. The table starts from the full section each time and halves one dimension, holding the other three fixed. The last column is the logarithmic sensitivity $S_a=\partial\ln C'/\partial\ln a$ at the starting point, which is the percentage change of $C'$ for a one per cent increase of dimension $a$.

| Halved alone | $C'$ (aF/µm) | $S_a$ |
|---|---:|---:|
| width $w$ | 155.5 | +0.160 |
| gap $s$ | 274.8 | −0.608 |
| thickness $t$ | 122.4 | +0.562 |
| plane distance $h$ | 194.2 | −0.114 |

Smaller metal lowers the capacitance, and smaller distances raise it. The author has counted the first and third rows and omitted the other two.

The sensitivities must add to zero. For a homogeneous dielectric the four lengths define the section, so $C'(\lambda w,\lambda s,\lambda t,\lambda h)=C'(w,s,t,h)$ for every $\lambda$. Differentiating with respect to $\lambda$ and setting $\lambda=1$ gives

$$w\frac{\partial C'}{\partial w}+s\frac{\partial C'}{\partial s}+t\frac{\partial C'}{\partial t}+h\frac{\partial C'}{\partial h}=0 ,$$

and division by $C'$ turns this into $S_w+S_s+S_t+S_h=0$. The tabulated values satisfy it to the digits shown. Individually, the entries carry a discretization uncertainty of one unit in the last digit: 0.1 aF/µm in $C'$ and 0.001 in $S_a$.

The finite changes in the middle column do not combine so simply. The product of their four ratios to 170.3 is about 1.21, not 1. Each halving there starts from the original section. If each instead started from the section left by the previous one, the intermediate capacitances would cancel in the product, leaving the ratio of the final to the original value, which is 1.

The table also shows what happens when a shrink is not uniform. Suppose $w$, $s$ and $h$ are reduced by one per cent but $t$ is kept, perhaps to limit the rise in resistance. The three sensitivities involved sum to $-0.562$, so $C'$ rises by about 0.56%.

**What else can lower the capacitance**

It would be an overcorrection to say that shorter wires are the sole remedy. They are the remedy when the shape of the section and its permittivities are both fixed. If either may change, there are other means.

In a homogeneous dielectric, $k$ cancels from the field equation. The potential is then independent of $k$, and $C'$ is proportional to it. This is the reason for using low-k dielectrics: they act on a factor that geometric scaling leaves alone.

Shape can also be changed at constant pitch. With $w=14$ nm and $s=26$ nm, and $t$ and $h$ as before, $C'$ is 138.5 aF/µm, a reduction of 19%. The price is resistance. At constant resistivity $\rho$ the resistance per unit length is $R'=\rho/(wt)$, which grows by a factor $20/14=1.43$. The product $R'C'$ therefore rises by a factor $1.43\times0.813=1.16$ if $\rho$ is constant and the whole section conducts. In real copper lines this narrow the rise is larger, because surface scattering increases $\rho$ and a barrier layer of fixed thickness takes up a growing share of the width.

The same formula shows what the uniform shrink does to delay. Halving $w$ and $t$ multiplies $R'$ by four and leaves $C'$ alone, so at fixed length the product of total resistance and total capacitance is four times larger. If the length is halved as well, the resistance is twice its old value and the capacitance half, and the product is unchanged. Both statements hold $\rho$ fixed and let the whole section conduct; a resistivity that rises in narrower lines, or a barrier layer that does not shrink, makes the outcome worse.

**When the invariance fails**

The derivation requires every length to shrink. A length that stays fixed breaks it, and the size of the effect depends on how that length compares with the section.

One example is a dielectric cap over the metal level. Let it be 5 nm thick with $k=5$. At full size it raises $C'$ from 170.3 to 181.6 aF/µm. If the section and the cap are both halved, $C'$ remains 181.6 aF/µm, as the derivation for layered dielectrics requires. If the cap stays 5 nm thick while all else is halved, $C'$ becomes 188.0 aF/µm, uncertain by 0.1 aF/µm from the mesh, a rise of 3.5%.

The direction of this change can be derived. First express $C'$ through the field energy. Since $k|\nabla\phi|^2=\nabla\cdot(\phi k\nabla\phi)$, integration over the dielectric leaves a contribution from the wire surface alone, where $\phi=V$, and

$$\varepsilon_0\int k|\nabla\phi|^2\,dA=VQ'=C'V^2 .$$

By scaling, the half section with a 5 nm cap is equivalent to the full section with a 10 nm cap. Relative to the original, some material of $k=2.7$ has been replaced by material of $k=5$. Call the two permittivity distributions $k_1\le k_2$ and their potentials $\phi_1,\phi_2$. The difference $\eta=\phi_2-\phi_1$ vanishes on the conductors, so $\int k_1\nabla\phi_1\cdot\nabla\eta\,dA=\int\nabla\cdot(\eta k_1\nabla\phi_1)\,dA=0$. Expanding the square then gives

$$\int k_1|\nabla\phi_2|^2dA=\int k_1|\nabla\phi_1|^2dA+\int k_1|\nabla\eta|^2dA\ \ge\int k_1|\nabla\phi_1|^2dA .$$

Because $k_2\ge k_1$, the energy integral with $k_2$ and $\phi_2$ is at least as large as the left side. Hence $C'_2\ge C'_1$: raising the permittivity anywhere cannot lower the capacitance.

A second fixed length lies inside the metal, where the field penetrates a short distance. In a free-electron metal of density $n$ and Fermi energy $E_F$, $n\propto E_F^{3/2}$ gives $dn/dE_F=3n/(2E_F)$. Poisson's equation then makes a small potential disturbance decay over

$$\ell=\sqrt{\frac{2\varepsilon_0E_F}{3ne^2}},$$

which is 0.055 nm for a rough copper density of $8.5\times10^{28}$ m⁻³. Across a plane gap with field $E$, continuity of displacement makes the field just inside the metal $kE$, taking a background permittivity of 1 there. Each metal surface thus takes up a voltage $kE\ell$. The total voltage is $E(s+2k\ell)$, so the gap acts as if its width were $s+2k\ell$. The capacitance across the gap falls by 1.5% for 20 nm and by 2.9% for 10 nm. This is an estimate of magnitude only, since electrons also spill out beyond the surface, which acts in the opposite direction and can reverse the sign of the net correction.

Edge roughness may also fail to shrink. If the gap varies slowly along the line as $s+x$, with mean $\langle x\rangle=0$ and rms value $\sigma$, expansion to second order gives

$$\left\langle\frac{1}{s+x}\right\rangle\simeq\frac1s\left(1+\frac{\sigma^2}{s^2}\right).$$

For $\sigma=1$ nm the plate capacitance across the gap rises by 0.25% at 20 nm and by 1.0% at 10 nm. These are values for slow variation; roughness that varies over lengths comparable with the gap raises the capacitance more.

**Relation to real lines**

The dimensions and $k$ are round values in the rough regime of dense copper wiring at 40 nm pitch. The computed 0.17 fF/µm is of the expected size, roughly 0.2 fF/µm. The solid grounded planes stand for neighbouring levels that really consist of separate lines. The model's sensitivity to their distance is modest: a 10% change in $h$ moves $C'$ by about 1%. Of the departures sized here, the one that matters most is the uniform dielectric, since the cap alone adds about 7% at full size. The electrostatic treatment of the section is safe at 50 GHz, where the wavelength in the dielectric is 3.65 mm and the section is 120 nm high. A 50 µm line as a whole is not a single capacitor at that frequency, because its resistance makes the voltage decay along it over a length $\sqrt{2/(\omega R'C')}$, with $\omega$ the angular frequency. This is about 42 µm for the full section even at a bulk copper resistivity of $1.7\times10^{-8}$ Ω m, and shorter for the half section. The driver then sees less than the full wiring capacitance.

Unchanged capacitance does not mean unchanged electrical stress. At a fixed 0.7 V the mean field across the gap rises from 0.35 to 0.70 MV/cm when the section is halved. Both values are below a rough breakdown scale of 5 MV/cm, but the margin is halved, and the local field at metal corners exceeds the mean.

**Recommendation**

The claim that capacitance per unit length halves should be withdrawn. The load estimate for the shrunk wiring should use the original $C'$ with the new wire lengths, corrected for any dimension of the cross-section, in metal or dielectric, that does not follow the shrink and for any change of permittivity. Apart from the mesh uncertainties and the refined end correction, the computed values in this comment come from the numerical check or follow from its output by simple arithmetic.

## Table of computed values

```
w, s, t, h (nm): 20.0 20.0 40.0 40.0 ; k = 2.7
C' field grid, full size: 170.3 aF/um
C' field grid, half size: 170.3 aF/um
C' boundary charge, full size: 170.3 aF/um
C' boundary charge, 0.7 size: 170.3 aF/um
C' boundary charge, half size: 170.3 aF/um
part to two nearest neighbours: 122.9 aF/um
part to two planes: 45.9 aF/um
crude parallel-plate sum: 119.5 aF/um
halve width only: C' = 155.5 aF/um, log sensitivity +0.160
halve gap only: C' = 274.8 aF/um, log sensitivity -0.608
halve thickness only: C' = 122.4 aF/um, log sensitivity +0.562
halve plane distance only: C' = 194.2 aF/um, log sensitivity -0.114
sum of log sensitivities: 0.0000
w = 14, s = 26 nm, same pitch: C' = 138.5 aF/um
3D wires of 120 and 200 nm: 26.29 and 40.30 aF
3D slope: 175.1; 2D value on same coarse mesh: 175.1 aF/um
end correction per end: 15.1 nm
total C, 50 um, full section: 8.51 fF
total C, 50 um, half section: 8.51 fF
total C, 25 um, half section: 4.26 fF
ends add to 25 um wire, half section: 0.060 %
cap 5 nm, k = 5, full size: 181.6 aF/um
half size, cap halved too: 181.6 aF/um
half size, cap still 5 nm: 188.0 aF/um
rise from unshrunk cap: 3.5 %
electron density (rough, copper): 8.5e+28 m^-3
Thomas-Fermi screening length: 0.055 nm
gap roughness 1 nm rms; voltage 0.7 V; rough breakdown scale 5 MV/cm
gap 20 nm: penetration -1.5 %, roughness +0.25 %, mean field 0.35 MV/cm
gap 10 nm: penetration -2.9 %, roughness +1.03 %, mean field 0.70 MV/cm
wavelength at 50 GHz: 3.65 mm; section height: 120 nm
```
